# Maxwell-Wagner relaxation time of leaky ferroelectric spheres in a leaky matrix

A sphere of radius $a$, relative permittivity $\varepsilon_i$ and conductivity $s_i$ is embedded in a matrix with relative permittivity $\varepsilon_m$ and conductivity $s_m$. SI units are used, and $\varepsilon_0$ is the vacuum permittivity. Far from the sphere the electric field is $E_0(t)$ along the $z$ axis; $\theta$ is the polar angle from that axis. The spheres are so dilute that each one sees this field unchanged by the others. Current follows Ohm's law with constant conductivities, and the displacement fields are

$$\mathbf D_i=\varepsilon_0\varepsilon_i\mathbf E_i+P(t)\,\hat{\mathbf z},\qquad \mathbf D_m=\varepsilon_0\varepsilon_m\mathbf E_m .$$

The ferroelectric character of the sphere enters in two places. The permittivity $\varepsilon_i$ is the small-signal slope of the displacement against the field, divided by $\varepsilon_0$, at the working point. The uniform polarization $P$ is the part not contained in this linear response: the remanent polarization and its changes with temperature, for example. The relaxing field is assumed too weak to switch $P$. If the sphere is poled along $z$, $\varepsilon_i$ is its permittivity along the polar axis. A poled sphere is also piezoelectric, so $\varepsilon_i$ depends on how firmly the matrix clamps it. With typical constants of a hard lead zirconate titanate, a soft polymer lowers the stress-free value by a few percent and a rigid matrix lowers it by about half.

The fields vary slowly, so induction is neglected and $\mathbf E=-\nabla\phi$. Gauss's law $\nabla\cdot\mathbf D=\rho$, with $\rho$ the free charge density, and charge conservation $\nabla\cdot\mathbf j+\partial\rho/\partial t=0$ combine to

$$\nabla\cdot\left(\mathbf j+\frac{\partial\mathbf D}{\partial t}\right)=0. \tag{1}$$

In a homogeneous isotropic phase with constants $\varepsilon$ and $s$, a uniform $P$ has no divergence, so $\nabla\cdot\mathbf E=\rho/(\varepsilon_0\varepsilon)$ and

$$\frac{\partial\rho}{\partial t}=-\frac{s}{\varepsilon_0\varepsilon}\,\rho .$$

Bulk charge therefore decays where it sits, with the time $\tau_i=\varepsilon_0\varepsilon_i/s_i$ in the sphere and $\tau_m=\varepsilon_0\varepsilon_m/s_m$ in the matrix. If there is none at the start, none appears later. Free charge then collects at the interface alone, and the potential obeys Laplace's equation on both sides.

The applied field and the uniform polarization both drive the angular dependence $\cos\theta$. An initial interface charge with another angular dependence is assumed absent. The solutions of Laplace's equation with this dependence are $r\cos\theta$ and $r^{-2}\cos\theta$. The second is singular at the centre, and the far field fixes the coefficient of the first outside, so

$$\phi_i=-E_i\,r\cos\theta,\qquad \phi_m=\left(-E_0\,r+\frac{B}{r^2}\right)\cos\theta .$$

The field in the sphere is uniform and has the value $E_i(t)$. In a poled, anisotropic sphere a uniform field along a principal axis also gives $\mathbf D_i$ and $\mathbf j$ without divergence, so the same solution holds, with the permittivity and conductivity along that axis. With no interface resistance and a thin charge layer, the potential is continuous at $r=a$:

$$-E_ia=-E_0a+\frac{B}{a^2}\quad\Rightarrow\quad B=a^3(E_0-E_i).$$

The outward normal field just outside is

$$-\left.\frac{\partial\phi_m}{\partial r}\right|_{a}=\left(E_0+\frac{2B}{a^3}\right)\cos\theta=(3E_0-2E_i)\cos\theta .$$

Just inside it is $E_i\cos\theta$. Equation (1), integrated over a flat box enclosing a piece of the interface, says that the normal component of $\mathbf j+\partial\mathbf D/\partial t$ is continuous. After division by $\cos\theta$,

$$s_iE_i+\varepsilon_0\varepsilon_i\dot E_i+\dot P=s_m(3E_0-2E_i)+\varepsilon_0\varepsilon_m(3\dot E_0-2\dot E_i).$$

Collecting the terms in $E_i$ on the left gives

$$\varepsilon_0(\varepsilon_i+2\varepsilon_m)\dot E_i+(s_i+2s_m)E_i=3s_mE_0+3\varepsilon_0\varepsilon_m\dot E_0-\dot P. \tag{2}$$

With the right side zero, $E_i$ decays as $e^{-t/\tau}$, where

$$\boxed{\tau=\varepsilon_0\,\frac{\varepsilon_i+2\varepsilon_m}{s_i+2s_m}} \tag{3}$$

The radius has cancelled: a larger sphere needs more interface charge, but it collects current over a larger area in the same proportion. From here on, $K=\varepsilon_i+2\varepsilon_m$ and $S=s_i+2s_m$.

The interface charge shows what relaxes. Its density is the jump of the normal displacement, $\Sigma\cos\theta$, with

$$\Sigma=\varepsilon_0\varepsilon_m(3E_0-2E_i)-\varepsilon_0\varepsilon_iE_i-P=3\varepsilon_0\varepsilon_mE_0-\varepsilon_0KE_i-P. \tag{4}$$

It grows by the current arriving from inside minus the current leaving outside:

$$\dot\Sigma=s_iE_i-s_m(3E_0-2E_i)=SE_i-3s_mE_0 .$$

Solving (4) for $E_i$ and inserting it here produces the term $-S\Sigma/(\varepsilon_0K)=-\Sigma/\tau$. The charge thus drains through sphere and matrix in parallel, and $\varepsilon_0K$ measures how much charge goes with a given inner field.

Since $\varepsilon_0\varepsilon_i=s_i\tau_i$ and $\varepsilon_0\varepsilon_m=s_m\tau_m$, equation (3) can be written

$$\tau=\frac{s_i\tau_i+2s_m\tau_m}{s_i+2s_m}. \tag{5}$$

For positive constants this is a weighted mean, so $\tau$ lies between the two bulk times. For a sphere of high permittivity and low conductivity, $\varepsilon_i\gg2\varepsilon_m$ and $s_i\ll2s_m$, it becomes $\varepsilon_0\varepsilon_i/(2s_m)$: the sphere supplies the capacitance and the matrix supplies the current. If the matrix insulates, $\tau=\varepsilon_0K/s_i$; if both phases insulate, $\tau$ is infinite. In a conducting sphere, relaxation also requires $\varepsilon_i>0$. At a working point of negative slope, any bulk charge there grows instead of decaying, even where (3) is still positive, and the linear description fails.

Now let a constant field $E_0$ be switched on at $t=0$, with $P$ held fixed and its field already screened. Integrating (2) across the instant of switching leaves only the terms with time derivatives, since the others are finite and act for no time. This gives the first value below; setting the derivatives to zero gives the late value:

$$E_i(0^+)=\frac{3\varepsilon_m}{K}E_0,\qquad E_i(\infty)=\frac{3s_m}{S}E_0 .$$

Between them,

$$E_i(t)=E_i(\infty)+\left[E_i(0^+)-E_i(\infty)\right]e^{-t/\tau}. \tag{6}$$

The permittivities divide the field at first and the conductivities divide it at the end. The relaxing amplitude is

$$E_i(\infty)-E_i(0^+)=3E_0\frac{s_mK-\varepsilon_mS}{KS}=3E_0\frac{\varepsilon_is_m-\varepsilon_ms_i}{KS},$$

because the terms $2\varepsilon_ms_m$ cancel. It vanishes when $\varepsilon_i/s_i=\varepsilon_m/s_m$. The two bulk times are then equal, and the first field distribution already carries a continuous current.

A sudden change $\Delta P$ at constant $E_0$ is the second case. Integrating (2) across the jump gives $\varepsilon_0K\,\Delta E_i=-\Delta P$, and the added field then decays with the same $\tau$:

$$\Delta E_i(t)=-\frac{\Delta P}{\varepsilon_0K}\,e^{-t/\tau}. \tag{7}$$

This is the depolarizing field of the new bound charge. It disappears as free charge gathers at the interface. Inserting $E_i(\infty)$ in (4) gives the final charge,

$$\Sigma(\infty)=-P-3\varepsilon_0E_0\frac{\varepsilon_is_m-\varepsilon_ms_i}{S}. \tag{8}$$

Its first term cancels the bound charge of the polarization. The second belongs to the applied field and is negative at the pole facing along $+z$ when $\varepsilon_i/s_i>\varepsilon_m/s_m$: the matrix at first carries more current away from that pole than the sphere brings to it.

In an alternating field $E_0e^{i\omega t}$ with fixed $P$, each time derivative in (2) becomes a factor $i\omega$, and

$$\frac{E_i}{E_0}=\frac{3(s_m+i\omega\varepsilon_0\varepsilon_m)}{S(1+i\omega\tau)}=\frac{3\varepsilon_m}{K}+\frac{3s_m/S-3\varepsilon_m/K}{1+i\omega\tau}.$$

The second form follows because a ratio of two linear functions of $i\omega$ is fixed by its pole and its two limits. The out-of-phase part is proportional to $\omega\tau/(1+\omega^2\tau^2)$ and is largest at $\omega\tau=1$. To see how this reaches the electrodes, write $y=s+i\omega\varepsilon_0\varepsilon$ for each phase. The total current density, averaged over a composite with volume fraction $f$ of spheres, is $y_m$ times the mean field plus $f(y_i-y_m)E_i$, since the spheres differ from the matrix only in their own volume. To first order in $f$ the mean field may be put for $E_0$, and the effective value is

$$y_{\rm eff}=y_m+3f\,y_m\,\frac{y_i-y_m}{y_i+2y_m}.$$

The denominator is $S(1+i\omega\tau)$, so the effective permittivity has a step at $\omega\tau=1$, with a strength that is proportional to $f$ and vanishes when the two bulk times are equal. The accompanying loss peak can be hidden by the direct-current conduction of the matrix. For the example below with $f=0.02$ the real permittivity falls from about 58 to 5, but the relaxation loss at $\omega\tau=1$ is more than 20 times smaller than the conduction loss and shows as a peak only after the latter is subtracted.

What "dilute" requires can be estimated by giving each sphere a concentric cell of matrix with outer radius $R$ and $f=a^3/R^3$. The potential at $R$ is held at $-\bar E R\cos\theta$, so $\bar E$ is the mean field of the cell. Outside the sphere let $\phi_m=(-Ar+B/r^2)\cos\theta$, and write $b=B/a^3$. The condition at $R$ gives $A=\bar E+fb$. Continuity at $a$ gives $E_i=A-b=\bar E-(1-f)b$, so $b=(\bar E-E_i)/(1-f)$. The outer normal field is

$$A+2b=\bar E+(2+f)b=\bar E+g(\bar E-E_i),\qquad g=\frac{2+f}{1-f}.$$

For the sphere in an unbounded matrix the same expression held with $g=2$. The current balance therefore gives

$$\tau_f=\varepsilon_0\frac{\varepsilon_i+g\varepsilon_m}{s_i+gs_m}. \tag{9}$$

As $g\approx2+3f$ for small $f$, the relative change at fixed mean field is

$$\frac{\tau_f}{\tau}-1\approx3f\left(\frac{\varepsilon_m}{K}-\frac{s_m}{S}\right).$$

Each fraction lies between 0 and 1/2, so to this order the change is at most $1.5f$ in size. The cell replaces the actual neighbours by a spherical boundary and is a model, not a calculation for a random packing.

Equations (3) and (9) were tested with a radial finite-element calculation that uses charge conservation and the profiles of permittivity and conductivity, but no interface condition. The sets $(\varepsilon_i,\varepsilon_m,s_i,s_m)$ were $(7,3,2,5)$, $(1300,5,0.1,1)$ and $(20,4,9,0.5)$, with conductivities in a common arbitrary unit. Besides the two bulk rates, one interface rate appeared. In a cell of radius $30a$ it agreed with (3) to a relative error of $1.1\times10^{-4}$ at worst; for $f=0.02$ and $0.1$ it agreed with (9) to $9\times10^{-6}$.

A granule need not be a sphere, so the effect of shape is estimated next. Consider a spheroid with its symmetry axis along the field, first filled with uniform charge density $\rho$. Its surface is $\mathbf r^{T}M\mathbf r=1$ with a diagonal matrix $M$. At an inner point $\mathbf r_0$, a cone of directions around the unit vector $\mathbf u$ contributes a field along $-\mathbf u$ proportional to the distance $l(\mathbf u)$ to the surface, since the factor $r^2$ of the volume element cancels the inverse square. Along the line through $\mathbf r_0$ the surface is met at the two roots $l(\mathbf u)$ and $-l(-\mathbf u)$ of a quadratic equation, whose sum is $-2\,\mathbf u^TM\mathbf r_0/\mathbf u^TM\mathbf u$. Pairing opposite directions gives

$$\mathbf E(\mathbf r_0)=\frac{\rho}{4\pi\varepsilon_0}\int d\Omega\;\mathbf u\,\frac{\mathbf u^TM\mathbf r_0}{\mathbf u^TM\mathbf u}.$$

This is linear in $\mathbf r_0$, and by symmetry $E_z=N\rho z/\varepsilon_0$ with a constant $N$. A uniform polarization $\Pi$ is the limit of two such bodies with charges $\pm\rho$, the positive one displaced by $\delta$ along $z$, with $\Pi=\rho\delta$. The inner field is then uniform and equal to $-N\Pi/\varepsilon_0$. For semi-axes in the ratio $1:1:m$ with $m>1$, $M$ is proportional to ${\rm diag}(1,1,1/m^2)$. With $\mu=u_z$ and $q^2=m^2-1$,

$$N=\int_0^1\frac{\mu^2\,d\mu}{m^2-q^2\mu^2}=\frac1{q^2}\left(\frac mq\,{\rm arcosh}\,m-1\right).$$

Now let $\Pi n_z$ be the total surface charge density, free and bound, where $n_z$ is the $z$ component of the outward normal. Then $E_i=E_0-N\Pi/\varepsilon_0$. By Gauss's law the outer normal field is $n_z(E_i+\Pi/\varepsilon_0)=n_z[E_i+(E_0-E_i)/N]$. Using this in the current balance and multiplying by $N$ gives

$$\tau_N=\varepsilon_0\frac{N\varepsilon_i+(1-N)\varepsilon_m}{Ns_i+(1-N)s_m}. \tag{10}$$

For a sphere $N=1/3$, and (3) returns.

As an example, take poled granules of hard lead zirconate titanate (PZT) in a warm epoxy at 373 K. Rough typical parameters are $\varepsilon_i=1300$, $\varepsilon_m=5$, $s_i=10^{-11}$ S/m and $s_m=10^{-10}$ S/m. Then $K=1310$, $S=2.1\times10^{-10}$ S/m and

$$\tau=\frac{8.854\times10^{-12}\times1310}{2.1\times10^{-10}}\ {\rm s}\approx55\ {\rm s}\approx0.92\ {\rm min}.$$

The bulk times are 1151 s in the PZT and 0.44 s in the epoxy. In (5) the long time has the weight $s_i/S=1/21$, and $1151/21\approx55$ s is nearly the whole result.

A step of 0.1 kV/cm first produces $3\times5/1310\times0.1\approx0.0011$ kV/cm in the granule. The late field is $3\times10^{-10}/(2.1\times10^{-10})\times0.1\approx0.143$ kV/cm, more than the applied field because the granule conducts less than its surroundings. By (6) the field reaches 90 percent of this after $\tau\ln[(0.1429-0.0011)/0.0143]\approx127$ s. By then the interface charge added by the field step, which comes on top of the screening charge $-P$, has reached about 90 percent of its late value of $-0.0164$ µC/cm² at the pole facing along the field.

The polarization step can be driven by temperature. With a pyroelectric coefficient of rough size 300 µC/(m² K), a cooling by 0.1 K, fast compared with $\tau$, raises $P$ by 0.003 µC/cm². Equation (7) gives an opposing field of $0.026$ kV/cm, which then decays in the same 55 s.

Shape, anisotropy, temperature and volume fraction all change $\tau$; the sizes below belong to the values chosen. A granule elongated by the modest ratio 1.2 along the field has $N=0.286$ and $\tau_N\approx45$ s, 19 percent below the sphere. If the field lies across the polar axis of a sphere, with a rough transverse permittivity of 1500 and unchanged conductivities, $\tau$ is about 64 s, 15 percent above the axial value. A powder of mixed shapes and orientations thus has a spread of times. If both conductivities are thermally activated with a rough energy of 0.8 eV, warming by 1 K shortens $\tau$ by 6.4 percent. In the cell model, a volume fraction of 0.02 shortens it by 2.8 percent at fixed mean field.

Ohm's law with thin charge layers also needs enough carriers. Assume effective mobilities of $10^{-10}$ cm²/Vs in the PZT and $10^{-9}$ cm²/Vs in the epoxy; these are assumptions, and the following lengths are orders of magnitude. During the bulk time of a phase, carriers of mobility $\mu_c$ diffuse over $\sqrt{\mu_c(k_BT/e)\,\varepsilon_0\varepsilon/s}$, with $k_B$ Boltzmann's constant, $T$ the temperature and $e$ the elementary charge. This is about 0.6 µm in the PZT and 0.04 µm in the epoxy. For a granule of radius 25 µm the larger is 2.4 percent of the radius. A small thickness is not enough, however: the voltage across the layer must also be small compared with $E_ia$. If carriers cross the interface freely, most of the late charge sits in the PZT, and the layers take only a small part of the voltage. In linear drift-diffusion, with equal relative changes of the carrier density on both sides of the interface, the field at the centre of the granule then needs about 8 percent longer than $\tau$ to complete 63 percent of its change, and the mean inner field about 4 percent longer. These figures indicate a size only. At $t\approx\tau$ the charge has not yet spread over the full layer in the PZT, the layers take about 9 percent of $E_ia$, and the carrier density at the pole has fallen by about 60 percent, which is beyond the range of a linear theory. A tenfold change of one mobility moves the first figure between about 3 and 18 percent. If this charge all sat in the epoxy, where the permittivity is low, its layer would take a sizeable part of the voltage, and (3) would be a poor estimate at this radius. The mobile charge density is $s/\mu_c$, so the late charge $\Delta\Sigma$ added by the field step empties or fills a depth $|\Delta\Sigma|\mu_c/s\approx0.16$ µm in either phase. The same estimate for a screening charge of 30 µC/cm² would give about 300 µm, more than the radius. The model therefore assumes that the charge $-P$ is already in place, held in a thin layer at the interface. Although $\tau$ in (3) does not depend on the radius, the model fails for granules as small as these layers, and at considerably larger radii if the charge sits in the epoxy.

Electrodes that block the carriers would screen the matrix in their turn. In a time $\tau$ the charge $s_mE_0\tau$ per area reaches each electrode. On a layer of thickness $\lambda$ and capacitance $\varepsilon_0\varepsilon_m/\lambda$ per area, the two electrodes together take up the fraction $2\lambda\tau/(\tau_mL)$ of the voltage across a composite of thickness $L$. For $L=1$ mm this is about 1 percent. The loss keeps growing after $\tau$, and faster than linearly once the layer voltage exceeds $k_BT/e$: for a single mobile carrier type it is about 3 percent at 127 s and more than 10 percent at 300 s.

The late inner field is about 1 percent of a rough coercive field of 15 kV/cm, so the small-signal description is reasonable here. It would not hold for a poled granule without screening charge. With a remanent polarization of 30 µC/cm², equation (7) would give an opposing field of 259 kV/cm, some 17 times the coercive field, and the polarization would not stay fixed. The working point assumed here therefore needs the screening charge $-P$ of equation (8).

Poling is likewise not governed by $\tau$ alone. For an idealized sphere that switches uniformly at a sharp coercive field $E_c$, the inner field stays at $E_c$ during switching. Equation (2) with $\dot E_i=\dot E_0=0$ then gives

$$\dot P=3s_mE_0-SE_c .$$

Under a steady field, switching at this rate requires $3s_mE_0/S>E_c$, and the duration of this stage is the polarization change divided by this current density. It depends on the applied field, unlike $\tau$. If $\tau_i<\tau_m$, the inner field after a step starts above its late value, and part of the polarization can switch at once even when the late field would be below $E_c$.

In real composites the conductivities are the least certain inputs: they vary by orders of magnitude with composition, moisture and temperature. In the example $2s_m$ makes up 95 percent of $S$, so with the other parameters fixed $\tau$ varies nearly as $1/s_m$ as long as $2s_m$ stays well above $s_i$, and the value of 55 s is no more certain than the assumed $s_m$. Neither (3) nor the cell estimate (9) is dependable for granules that touch or lie close together. In a random mixture some do so even at a low volume fraction, and a close pair lined up along the field can relax markedly faster than a single sphere in this example, much as an elongated granule does. The values used here are collected in the numerical output.

## Table of computed values

```
test, worst relative error of dilute rate: 0.00011
test, worst relative error at finite f: 8.8e-06
test, worst error of inner field / E0: 2.6e-05
input ei (PZT, axial): 1300
input em (epoxy): 5
input si: 1e-11 S/m
input sm: 1e-10 S/m
input temperature: 373 K
input granule radius: 25 um
input composite thickness: 1 mm
input applied field E0: 0.1 kV/cm
ei + 2 em: 1310
si + 2 sm: 2.1e-10 S/m
relaxation time tau: 55.23 s
relaxation time tau: 0.921 min
bulk charge decay time, PZT: 1151 s
bulk charge decay time, epoxy: 0.443 s
inner field just after step: 0.001145 kV/cm
inner field at t = tau: 0.09072 kV/cm
inner field at late times: 0.1429 kV/cm
time to 90 percent of late field: 126.7 s
late interface charge at +pole: -0.0164 uC/cm2
input pyroelectric coefficient (size): 300 uC/(m2 K)
input cooling: 0.1 K
polarization step: 0.003 uC/cm2
inner field just after polarization step: -0.0259 kV/cm
input volume fraction: 0.02
tau at this volume fraction: 53.68 s
change of tau by volume fraction: -2.8 %
input aspect ratio of elongated granule: 1.2
its depolarization factor N: 0.2861
tau of elongated granule: 44.78 s
change of tau by elongation: -18.9 %
input transverse permittivity of PZT: 1500
tau with field across the polar axis: 63.67 s
change of tau by anisotropy: 15.3 %
input activation energy of conductivities: 0.8 eV
change of tau per 1 K warming: -6.4 %
input assumed mobility, PZT: 1e-10 cm2/Vs
input assumed mobility, epoxy: 1e-09 cm2/Vs
diffuse layer in PZT: 6.1e+02 nm
diffuse layer in epoxy: 38 nm
PZT diffuse layer / radius: 2.4 %
carrier depletion depth, PZT: 1.6e+02 nm
carrier depletion depth, epoxy: 1.6e+02 nm
PZT depletion depth / radius: 0.66 %
voltage lost at blocking electrodes by tau: 0.94 %
largest field in epoxy: 0.298 kV/cm
input coercive field: 15 kV/cm
late inner field / coercive field: 0.95 %
input remanent polarization: 30 uC/cm2
linear field of unscreened remanence: 259 kV/cm
that field / coercive field: 17.2
```
